Zuber's estimate of the pool-boiling heat limit for water on flat surfaces

A flat lid 100 mm on a side, facing upward in a pool of water that boils at atmospheric pressure, is estimated to reach the end of efficient boiling when it passes about 11.1 kW into the water. At that point it evaporates 4.92 g of water per second, about a teaspoonful. Why should a pool of water be unable to supply a teaspoonful per second to a surface the size of a hand?

The difficulty is the steam. With rough densities of 958 kg/m³ for the liquid and 0.60 kg/m³ for the vapour, each volume of water becomes about 1600 volumes of steam. The 4.92 g evaporated each second becomes 8.2 litres, which must rise through the same area through which the replacement liquid descends. In the model developed here, the limit is set by this two-way traffic.

**A back-of-envelope estimate**

Let h be the latent heat per unit mass, ρ_l and ρ_v the densities of liquid and vapour, σ the surface tension, g the acceleration of gravity, and Δρ = ρ_l − ρ_v. The algebra contains no constants of atomic physics and holds in any consistent set of units.

Two pressures compete at the boundary between rising steam and liquid. The steam flow disturbs the boundary with a pressure of order ρ_v u², where u is its speed. Surface tension resists with a pressure of order σ/ℓ, where ℓ is the size of the disturbance. The natural length is the one at which the weight of the liquid balances surface tension:

gΔρ ℓ ≈ σ/ℓ, so ℓ = √(σ/(gΔρ)).

Setting ρ_v u² equal to σ/ℓ gives

ρ_v u² ≈ σ √(gΔρ/σ) = (σgΔρ)^(1/2),

u ≈ (σgΔρ)^(1/4) / ρ_v^(1/2).

If steam covered the whole surface at this speed, it would carry away the latent heat flux

q₀ = hρ_v u = h ρ_v^(1/2) (σgΔρ)^(1/4).

For water this is 849 W/cm². But steam cannot occupy the whole surface, since liquid has to come down as well. If steam takes about a fifth of the area, the flux is about 170 W/cm². For vapour much lighter than the liquid, the estimate suggests how the flux depends on the fluid properties and gives its order of magnitude. The prefactor requires a picture of where the steam goes.

**The energy balance**

Assume that the pool is saturated, meaning that the liquid is already at its boiling temperature for the pressure at the heated surface, and that heat leaves the surface as latent heat. Let the steam rise in jets that cover a fraction α of the surface. A unit area then emits a vapour mass αρ_v u per unit time, so

q = αρ_v h u. (1)

The task is to find α and the largest u at which the jets survive. Both follow from the stability of an interface between two fluids.

**Ripples on an interface**

Let fluid 1 lie below fluid 2, with undisturbed horizontal speeds U₁ and U₂. Both layers are deep, incompressible and without viscosity. Give the interface a small ripple of height η proportional to exp(ikx + st), with k > 0. A positive real part of s means growth.

The disturbance velocities are gradients of potentials that die away from the interface, φ₁ = A e^(kz) below and φ₂ = B e^(−kz) above, both multiplied by the same exponential in x and t. The interface moves with each fluid, so to first order in the ripple

(s + ikU₁)η = kA, (s + ikU₂)η = −kB. (2)

Bernoulli's equation, also to first order, gives the pressure change at the interface in fluid i:

p_i = −ρ_i[(s + ikU_i)φ_i + gη].

Under a crest, fluid 1 is on the inside of the curved surface and has the higher pressure, so p₁ − p₂ = σk²η. Taking A and B from (2) and dividing by η gives

−ρ₁(s + ikU₁)²/k − ρ₁g − ρ₂(s + ikU₂)²/k + ρ₂g = σk².

The third term is negative because B carries a minus sign. Multiplication by −k and collection of terms yield

ρ₁(s + ikU₁)² + ρ₂(s + ikU₂)² + kg(ρ₁ − ρ₂) + σk³ = 0. (3)

This one equation serves twice: for the spacing of the jets and for their greatest speed.

**Liquid above vapour: the spacing**

The model pictures the surface near the limit as covered by a layer of vapour, with heavy liquid on top. This is the Rayleigh–Taylor arrangement. Put U₁ = U₂ = 0, ρ₁ = ρ_v and ρ₂ = ρ_l in (3):

s² = (gΔρ k − σk³)/(ρ_l + ρ_v). (4)

Gravity drives the ripple and surface tension opposes it. Growth requires σk² < gΔρ, that is, a wavelength above

λ_c = 2π√(σ/(gΔρ)). (5)

The fastest growth is where the numerator of (4) is largest. Its derivative vanishes when gΔρ = 3σk², so k is smaller than its cutoff value by √3, and

λ_d = √3 λ_c.

For water, with σ = 0.059 N/m, these lengths are λ_c = 15.75 mm and λ_d = 27.28 mm. Between deep layers without viscosity, the ripple at λ_d grows by a factor e in 25.8 ms. Wavelengths from λ_c to λ_d are natural candidates for the distance between jets: ripples shorter than λ_c do not grow, and those longer than λ_d grow more slowly. In a thin vapour film ruled by viscosity, the growth rate is instead proportional to k²(gΔρ − σk²). This form holds when the liquid acts on the film as a rigid or a stress-free boundary, and approximately in between. The growth is then much slower, and the fastest wavelength is close to √2 λ_c, which still lies in this interval.

Now comes a model assumption. The jets stand on a square grid of side λ, one per cell, each with radius R = λ/4. The covered fraction is

α = πR²/λ² = π/16 ≈ 0.196. (6)

The stability calculation does not supply this radius. It is a plausible choice that leaves most of the area to the liquid.

**Vapour past liquid: the greatest speed**

The side of a jet is a vertical interface with steam rising at speed u on one side and liquid descending at speed w on the other. A small sideways displacement changes no height, so gravity adds no term to the ripple equation. The undisturbed state is nevertheless an idealization. In straight, steady flow without friction, the pressure falls with height faster in the liquid than in the steam. For the water jets found below, the difference would reach about 330 Pa over one jet ripple, against about 10 Pa for ρ_v u². The model leaves this difference out. Treat the side as flat for the moment. Equation (3) becomes

ρ_v(s + iku)² + ρ_l(s − ikw)² + σk³ = 0.

Expanded in powers of s, this reads

(ρ_v + ρ_l)s² + 2ik(ρ_v u − ρ_l w)s − k²(ρ_v u² + ρ_l w²) + σk³ = 0.

The roots are

s = [−ik(ρ_v u − ρ_l w) ± √D]/(ρ_v + ρ_l),

D = −k²(ρ_v u − ρ_l w)² + (ρ_v + ρ_l)[k²(ρ_v u² + ρ_l w²) − σk³].

In D the terms ρ_v²u² and ρ_l²w² cancel. What remains of the speed terms is ρ_vρ_l(u² + w² + 2uw), so

D = k²ρ_vρ_l(u + w)² − (ρ_v + ρ_l)σk³.

The first part of s is imaginary and moves the ripple along. Growth sets in when D becomes positive:

(u + w)² > σk(ρ_v + ρ_l)/(ρ_vρ_l). (7)

This is the Kelvin–Helmholtz threshold. In steady boiling the liquid mass coming down equals the vapour mass going up, ρ_l w(1 − α) = ρ_v uα, so w is smaller than u by a factor of order ρ_v/ρ_l. Neglecting this ratio, and writing λ_H = 2π/k for the wavelength of the ripple on the jet, we obtain

u = √(2πσ/(ρ_vλ_H)). (8)

For water the neglected terms shift the threshold speed by 0.016 % relative to (8).

Equation (8) does not give a limit by itself. The longer the ripple, the lower the threshold, and a very long ripple would be unstable at a very low speed. Some longest relevant ripple must be chosen. The choice made here is the circumference of the jet:

λ_H = 2πR = πλ/2. (9)

The model then says that when the steam exceeds the speed (8), the jets break up, the liquid no longer gets down, and the surface is left under vapour.

**Putting the pieces together**

Insert (9) into (8):

u² = 2πσ/(ρ_v πλ/2) = 4σ/(ρ_vλ).

Write the cell side as λ = xλ_c, with x between 1 and √3, and use (5):

u² = [4σ/(2πxρ_v)] √(gΔρ/σ) = [2/(πx)] (σgΔρ)^(1/2)/ρ_v.

Take the square root and insert it in (1) with α = π/16:

q = C h ρ_v^(1/2) (σgΔρ)^(1/4),

C = (π/16)√(2/(πx)) = √(2π)/(16√x). (10)

The fluid properties enter as in the rough estimate, and the prefactor is now a number. Cells at the cutoff wavelength, x = 1, give C = 0.157. Cells at the fastest wavelength, x = √3, give C = 0.119. Zuber's value is π/24 = 0.131 to three digits. It lies inside this interval and corresponds to x = 1.43. It is a choice within the model's range, and the resulting estimate is

q = 0.131 h ρ_v^(1/2) [σg(ρ_l − ρ_v)]^(1/4). (11)

As a check, the interface conditions were solved numerically, with the return flow of liquid included, for water at one atmosphere and for the low-pressure case treated below. The prefactors at both ends of the interval agreed with (10) to within 0.1 %.

**The number for water**

Take the rough latent heat h = 2.26 MJ/kg and g = 9.80665 m/s². In SI units,

σgΔρ = 0.059 × 9.80665 × 957.4 = 553.9,

and its fourth root is 4.851. The square root of the vapour density is 0.7746. Hence

q = 0.131 × 2.26×10⁶ × 0.7746 × 4.851 W/m² = 1.11×10⁶ W/m² = 111 W/cm².

The cell side is 1.43 × 15.75 mm = 22.5 mm, and each jet is 11.3 mm across. From (1), the steam in a jet rises at 4.18 m/s, while the liquid between the jets needs to descend at a mean speed of 0.64 mm/s. The lid of 100 cm² therefore has a limit of 11.1 kW, provided that the heat reaches its wet face uniformly. It is 4.44 cells wide and holds about twenty jets, so calling it large is reasonable.

Two other neglected effects are small. The jet speed is about 0.009 of the speed of sound in steam, so the vapour is hardly compressed. Viscosity damps a free ripple on deep liquid at a rate of about 2μk²/ρ_l; with a rough viscosity μ = 0.28 mPa s, this is 0.0008 of the growth rate at λ_d. That comparison concerns the deep liquid and says nothing about a thin vapour film at the wall.

**How firm is the prefactor?**

Besides the neglected hydrostatic difference and the assumed jet radius, a weak point is the treatment of a round jet as a flat sheet. To see why, corrugate a cylinder of radius R so that its radius becomes r = a + ε cos kz, with ε small, and keep the volume fixed. The mean of r² must remain R², so

a² + ε²/2 = R², a ≈ R − ε²/(4R).

The surface area per unit length is 2π times the mean of r√(1 + (dr/dz)²). The mean of (dr/dz)² is k²ε²/2, so to second order in ε the change of area is

2π[−ε²/(4R) + Rk²ε²/4] = (πε²/(2R))(k²R² − 1). (12)

The positive term is the stretching that a flat sheet also has. The negative term comes from the curvature around the jet. They cancel when kR = 1, that is, when the wavelength equals the circumference. Direct integration of the area for a corrugation of 1 % of the radius puts the neutral wavelength at 0.99997 of the circumference.

This is the very wavelength chosen in (9). There, surface tension offers a round jet no net resistance to a ripple that is symmetric about its axis. Equation (7) without its surface tension term has a threshold of zero. Curvature changes the inertia of each fluid but leaves it positive, so the conclusion carries over: an ideal round jet has no threshold speed at this wavelength. Equation (8) is thus a scale for the speed at which inertia and surface tension are comparable, and (9) is a closure of the model, not a theorem about jets.

The effect of such choices can be sized by changing them, with the fluid held fixed:

- cells at λ_d, ripple equal to the circumference: 101 W/cm²;
- Zuber's prefactor 0.131: 111 W/cm²;
- cells and jet ripple both at λ_d: 127 W/cm²;
- cells at λ_c, ripple equal to the circumference: 133 W/cm².

The last figure is 20 % above Zuber's value and the first is 9 % below it. All four use the flat-sheet speed (8). In the third case kR = π/2, so a round jet does have a threshold for the symmetric ripple; with the curvature around the jet included it is about 2.9 m/s, and the flux is about 77 W/cm² instead of 127. The assumed jet radius matters as well. With the ripple equal to the circumference, (1) and (8) make q proportional to R^(3/2) for a given cell. Radii of 0.20λ and 0.30λ in place of 0.25λ would turn 111 W/cm² into about 80 and 146 W/cm². The model therefore supports a limit of the order of 100 W/cm²; the closer figure of 110 rests on the choice of Zuber's prefactor. All these values show a spread between versions of one picture; they are not error bars.

**What "at most" means**

Formula (11) estimates the highest flux of efficient boiling on a large, plain, horizontal surface in a saturated pool. It is not a strict upper bound on heat removal by boiling water. If a heater of fixed power is pushed beyond the limit, the vapour blanket insulates it and its temperature rises sharply, until radiation and conduction through the vapour can carry the load or the heater is destroyed.

The limiting cases show how the formula behaves. At low pressure q falls roughly as ρ_v^(1/2): the permitted jet speed rises as ρ_v^(−1/2), which makes up for only part of the loss of density. For water this trend ends at the triple point, where the formula still gives about a tenth of its value at atmospheric pressure. Toward the critical point h, σ and Δρ all vanish, and q tends to zero. The vapour is then no longer much lighter than the liquid, as (8) assumes, so only the trend of (11) is meaningful there. Since q at first rises with pressure and finally vanishes, the formula has a maximum at some pressure in between. With weaker gravity q falls as g^(1/4), but the cells widen as g^(−1/2), and eventually no given surface is large.

**Comparison with a real chip**

The water properties used here are rough values for the real fluid, and measured limits on plain surfaces are roughly 100 W/cm², with appreciable scatter. The assumption that a bare chip breaks first is size. A chip 20 mm on a side is smaller than one 22.5 mm cell. If one full jet nevertheless stood on it, carrying the power of a whole cell, the flux would be higher by (22.5/20)² = 1.27. This is a warning that (11) has left its range, not a prediction, because liquid also arrives from the sides and the jet need not keep its size. Wicking coatings break the assumption of a plain surface and can raise the limit, in favourable cases by roughly a factor of two. Subcooled liquid or forced flow can raise it as well.

A heat-spreading lid brings the geometry closer to the model. If it distributed a power P uniformly, it would need a wet area of at least P/q. A real lid is hotter above the chip, so the local flux there reaches the limit before the average does.

Temperature may restrict the design earlier than the flux. Suppose that water boils directly on the back of a silicon chip at the flux 111 W/cm², with a rough wall superheat of 25 K. Across 0.7 mm of silicon with a rough conductivity of 100 W/(m K), the temperature drop is

1.11×10⁶ × 0.7×10⁻³ / 100 K = 7.8 K.

The devices are then at about 100 + 25 + 8 = 133 °C, well above the roughly 100 °C that is a typical upper limit for processors. A lid adds further drops in its own metal and in the joint to the chip.

Lowering the pressure makes the water boil cooler, at a price. Near 60 °C the pressure is roughly 20 kPa and the ideal gas law gives a vapour density of 0.13 kg/m³. With rough values h = 2.36 MJ/kg, σ = 0.066 N/m and ρ_l = 983 kg/m³, and with g and the prefactor held fixed, the three factors in (11) change by

(2.36/2.26) × (0.13/0.60)^(1/2) × (64.9/56.5)^(1/4) ≈ 1.04 × 0.47 × 1.04 ≈ 0.50,

where 64.9 and 56.5 are the two values of σΔρ in SI units. The estimated limit falls to 56 W/cm². The loss comes entirely from the thinner steam; the other two factors rise slightly and offset a little of it. The boiling point drops by 40 K, and the estimated limit drops by half. The pressure meant is that at the heated surface: 10 cm of water above it adds about 1 kPa, which at 20 kPa raises the boiling point there by about 1 K. The main values used here are listed in the numerical output below.

Computed results

```
Rough inputs for water at one atmosphere
latent heat: 2.26 MJ/kg
liquid density: 958 kg/m3
vapour density: 0.6 kg/m3
ideal-gas vapour density: 0.588 kg/m3
surface tension: 0.059 N/m
gravity: 9.807 m/s2
Stability and prefactors
sigma*g*(rho_l-rho_v): 553.9 SI units
its fourth root: 4.851 SI units
square root of vapour density: 0.7746 SI units
flux scale without prefactor: 849.3 W/cm2
cutoff wavelength: 15.75 mm
fastest wavelength: 27.28 mm
growth time at fastest wavelength: 25.8 ms
prefactor, cells at cutoff wavelength: 0.1567
prefactor, cells at fastest wavelength: 0.119
pi/24: 0.1309
cell side / cutoff wavelength for 0.131: 1.43
neutral wavelength / cylinder circumference: 0.99997
Critical heat flux
Zuber estimate, prefactor 0.131: 111.3 W/cm2
flux, cells at fastest wavelength: 101.1 W/cm2
flux, cells at cutoff wavelength: 133.1 W/cm2
flux, cell and jet ripple both fastest: 126.7 W/cm2
cell side: 22.5 mm
jet diameter: 11.3 mm
jet speed: 4.18 m/s
liquid return speed: 0.64 mm/s
Lid and chip
lid side: 100 mm
lid side / cell side: 4.44
lid power limit: 11.1 kW
evaporation rate: 4.92 g/s
chip side: 20 mm
flux factor if one full jet sat on chip: 1.27
Neglected effects and temperature of use
threshold shift, finite density and return flow: 0.016 %
liquid viscosity (rough): 0.28 mPa s
viscous damping / growth rate: 0.0008
jet Mach number: 0.0087
wall superheat (rough): 25 K
silicon thickness: 0.7 mm
silicon conductivity (rough): 100 W/(m K)
temperature drop in silicon: 7.8 K
device temperature at the limit: 133 C
60 C water (rough): 20 kPa, 2.36 MJ/kg, 983 kg/m3, 0.066 N/m
60 C vapour density, ideal gas: 0.13 kg/m3
Zuber estimate near 60 C: 56 W/cm2
```
